# Closure of an oxide film grown from parallel step edges

## Definitions and conventions

A flat substrate carries straight, parallel step edges at equal spacing $L$. The coordinate $x$ runs along the surface at right angles to the steps, and $z$ is the height above the surface. Nothing depends on the coordinate along the steps, so volumes can be replaced by areas in the $xz$ plane.

Oxide is deposited in cycles. In each cycle the oxide surface advances by a length $g$ along its own normal, equally in all directions. After $N$ cycles the total advance is

$$r = Ng. \tag{1}$$

The local thickness $t(x)$ is the height of oxide above the point $x$, and it is zero on bare substrate. The mean thickness $h$ is the oxide volume per substrate area, bare parts included:

$$h = \frac1L\int_{-L/2}^{L/2} t(x)\,dx , \tag{2}$$

where the period is centred on a step at $x=0$. The terraces are called closed when no bare substrate is left. This says nothing about how thick the oxide is at its thinnest place.

The basic model makes four assumptions: oxide starts at all step edges at the same moment and from negligible size; it does not start on the terraces; growth is equally fast in all directions; and the step height is negligible. Each is relaxed below.

## The shape of the oxide

Growth along the normal means that each point of the oxide adds, in one cycle, all points within a distance $g$ of it. A point reached after $N$ cycles is therefore the end of a chain of $N$ displacements, none longer than $g$, that begins on a step edge. By the triangle inequality its distance from that edge is at most $Ng=r$. Conversely, any point above the surface within $r$ of the edge can be reached, by dividing the straight line to it into $N$ equal parts of length at most $g$. That line stays above the flat substrate, so nothing obstructs it.

The oxide thus consists of all points above the surface within $r$ of a step edge. Around one edge this is a half-cylinder, and its upper boundary satisfies $x^2+z^2=r^2$, so that

$$t(x)=\sqrt{r^2-x^2}\quad (|x|\le r). \tag{3}$$

With several steps, $|x|$ is the distance to the nearest one, since that step gives the greatest height.

## Closure and mean thickness

Each half-cylinder covers a strip of width $2r$. As long as neighbouring strips do not overlap, the covered fraction of the substrate is

$$\theta=\frac{2r}{L}. \tag{4}$$

It reaches one when the two fronts on a terrace meet at its middle:

$$r_c=\frac L2,\qquad N_c=\frac{L}{2g}. \tag{5}$$

Up to this moment every period contains one complete half-disc. Its area follows from the substitution $x=r\sin\varphi$, for which $dx=r\cos\varphi\,d\varphi$ and $\sqrt{r^2-x^2}=r\cos\varphi$:

$$\int_{-r}^{r}\sqrt{r^2-x^2}\,dx=r^2\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\frac{\pi r^2}{2}, \tag{6}$$

because $\cos^2\varphi$ averages to $\tfrac12$ over an interval of length $\pi$. Dividing by $L$, as (2) requires, gives

$$h=\frac{\pi r^2}{2L}=\frac{\pi L}{8}\,\theta^2\qquad (r\le L/2), \tag{7}$$

where the second form uses $r=\theta L/2$ from (4). At closure $\theta=1$, and therefore

$$h_c=\frac{\pi L}{8}\approx 0.393\,L . \tag{8}$$

The growth per cycle has dropped out. It decides how many cycles closure takes, but not how much oxide is then present, which is fixed by geometry. A uniform film given the same number of cycles from the start would have thickness $L/2$. The stepped film holds the fraction $\pi/4$ of that, the share of a rectangle of width $L$ and height $L/2$ that a half-disc fills.

The mean thickness does not grow linearly. From (7),

$$\frac{dh}{dr}=\frac{\pi r}{L}, \tag{9}$$

which is the curved oxide surface, of arc length $\pi r$, per period $L$. The rate starts at zero, because there is almost no oxide surface to grow on, and reaches $\pi/2$ at closure. At that moment the film gains material faster than a flat film would, since its corrugated surface is larger than the substrate beneath it.

## How uneven the closed film is

At closure the thickness is $L/2$ above the steps and zero midway between them. The mean square thickness is

$$\overline{t^2}=\frac2L\int_0^{L/2}\left(\frac{L^2}{4}-x^2\right)dx=\frac2L\left(\frac{L^3}{8}-\frac{L^3}{24}\right)=\frac{L^2}{6}. \tag{10}$$

Subtracting $h_c^2$ and taking the root gives the rms roughness

$$\sigma=L\sqrt{\frac16-\frac{\pi^2}{64}}\approx0.112\,L. \tag{11}$$

For an insulating layer the thin places matter more than the mean. The thickness exceeds $t_0$ where $|x|<\sqrt{L^2/4-t_0^2}$. The part of the period that is thinner than $t_0$ is what remains:

$$f(t_0)=1-\frac2L\sqrt{\frac{L^2}{4}-t_0^2}=1-\sqrt{1-\left(\frac{2t_0}{L}\right)^2}. \tag{12}$$

For $t_0\ll L$ this is about $2t_0^2/L^2$. The thin region is narrow because the two fronts meet the substrate vertically.

## Growth after closure

For $r>L/2$ the half-cylinders overlap, and (3) holds on each side of a step only out to $|x|=L/2$. The thinnest place is there:

$$t_{\min}=\sqrt{r^2-\frac{L^2}{4}} . \tag{13}$$

The slope $dt_{\min}/dr=r/t_{\min}$ is infinite at closure, so the groove between neighbouring cylinders fills quickly at first.

For the mean, let $a$ be the smaller of $r$ and $L/2$. With the same substitution as before, and $\varphi_a=\arcsin(a/r)$,

$$\int_0^a\sqrt{r^2-x^2}\,dx=\frac{r^2}{2}\left(\varphi_a+\sin\varphi_a\cos\varphi_a\right)=\frac12\left[r^2\arcsin\frac ar+a\sqrt{r^2-a^2}\right]. \tag{14}$$

Two such pieces per period give

$$h=\frac1L\left[a\sqrt{r^2-a^2}+r^2\arcsin\frac ar\right]. \tag{15}$$

For $r\le L/2$ we have $a=r$; the first term vanishes, the arcsine is $\pi/2$, and (7) returns. In the opposite limit $r\gg L$, the expansion $\sqrt{r^2-x^2}\approx r-x^2/(2r)$ and the average $\overline{x^2}=L^2/12$ give

$$h\approx r-\frac{L^2}{24\,r}. \tag{16}$$

A thick film approaches the thickness $r=Ng$ of a uniform one.

## A worked example

Take $L=40$ nm and $g=0.10$ nm per cycle. Equation (5) gives $r_c=20$ nm and $N_c=40/(2\times0.10)=200$ cycles. The mean thickness at closure is

$$h_c=0.3927\times40\ \text{nm}=15.7\ \text{nm}.$$

At 100 cycles, half the substrate is covered but only a quarter of this oxide is present, $h=3.93$ nm, as the square in (7) requires.

The same growth was followed numerically without assuming a cylinder. Line seeds were placed at the steps, and in each cycle every surface point on a fine grid emitted a disc of radius $g$. The last bare grid point disappeared in cycle 200, at a mean thickness of 15.685 nm, against 15.708 nm from (8). The numerical value must lie on the low side, because a grid allows fewer displacements than the continuous surface does, and a maximum over fewer candidates cannot be larger. Averaging over grid points cannot reverse this: between a step and the middle of the terrace the profile is concave, so the chords joining its grid points lie below it.

The roughness at closure is 4.5 nm. Equation (12) with $t_0=3$ nm gives

$$f=1-\sqrt{1-(6/40)^2}=0.0113,$$

so 1.1 % of the area carries less than 3 nm of oxide, and part of it almost none. Tunnelling through an oxide rises steeply as the oxide thins, so a film that has just closed is a poor insulator despite its mean thickness of almost 16 nm.

Ten more cycles change this. With $r=21$ nm, (13) gives $t_{\min}=\sqrt{441-400}=6.4$ nm, while (15) gives $h=17.1$ nm. The mean has risen by 1.4 nm for 1 nm of advance, which shows the enlarged surface at work.

## Step height, growth shape and late starts

**Step height.** Let the surface be a staircase with vertical risers of height $s$, let $L$ be the horizontal spacing, and let oxide start on the whole riser. Measure thickness from the local terrace. Around one riser the oxide has three parts: a quarter-disc over the upper terrace, a quarter-disc on the other side above the level of the upper terrace, and below that a rectangle of width $r$ and height $s$. Each front still travels a distance $r$ along its terrace, so closure stays at $r=L/2$. The area per step is $\pi r^2/2+rs$, and

$$h_c=\frac1L\left(\frac{\pi L^2}{8}+\frac{Ls}{2}\right)=\frac{\pi L}{8}+\frac s2. \tag{17}$$

For $s=0.6$ nm the mean rises from 15.7 to 16.0 nm, or by 1.9 %. For the mean thickness, neglecting the step height is thus justified when $s\ll L$. The thin part of the film is affected more, since the oxide on the lower side of each riser is thicker by $s$.

**Unequal growth rates.** Suppose the vertical growth is $q$ times the lateral growth, and take the cross-section to be a half-ellipse, $t=q\sqrt{r^2-x^2}$, where $r$ is now the lateral advance. Closure still needs $r=L/2$, while every height is multiplied by $q$:

$$h_c=\frac{\pi qL}{8}. \tag{18}$$

With $q=0.8$ the mean falls by 20 %, to 12.6 nm. The factor $\pi/8$ therefore depends on equal growth in all directions. Equal sideways and upward rates alone do not fix it: a rectangular cross-section with $q=1$ would give $h_c=L/2$. Likewise (18) holds for the elliptical shape assumed, not for every growth law with the same $q$.

**Late starts.** A delay common to all steps adds cycles, and a common finite starting radius saves some, but both leave $h_c$ unchanged, since closure still needs $r=L/2$. Now let every second step start late, so that its radius lags by $\Delta<L$. The fronts meet when $r_1+r_2=L$, with $r_1-r_2=\Delta$. Then $r_1^2+r_2^2=(L^2+\Delta^2)/2$, and two half-discs on a length $2L$ give

$$h_c=\frac{1}{2L}\,\frac{\pi}{2}\,(r_1^2+r_2^2)=\frac{\pi L}{8}\left(1+\frac{\Delta^2}{L^2}\right). \tag{19}$$

The correction is of second order in the lag, because what one cylinder loses the other nearly makes up.

## Unequal terraces

Let the terraces have widths $w_i$, with all steps starting together. The widest terrace closes last, at $r_c=w_{\max}/2$. By then the narrower ones have been closed for some time and have continued to thicken. A terrace of width $w$ holds at least the area $\pi w^2/8$ that it held at its own closure, hence

$$h_c\ \ge\ \frac{\pi}{8}\,\frac{\overline{w^2}}{\overline w}\ \ge\ \frac{\pi}{8}\,\overline w , \tag{20}$$

where bars denote averages over terraces; the second inequality holds because $\overline{w^2}-\overline w^{\,2}$ is a variance. Equal spacing gives the thinnest closed film for a given mean spacing. The bound is far from tight. It exceeds (8) only at second order in the spread of widths, whereas $r_c$, and with it $h_c$, rises at first order in the excess of $w_{\max}$ over $\overline w$. For a sample of 200 terraces with normally distributed widths and a standard deviation of 5 %, $h_c$ lies about 20 % above (8), while the bound lies only 0.3 % above it.

As an example, let widths of 30 and 50 nm alternate, which keeps the mean at 40 nm. Closure needs $r=25$ nm, or 250 cycles at the same growth per cycle. The wide terrace then holds $\pi\times50^2/8=982$ nm². For the narrow one, the bracket in (15) with $a=15$ nm gives $15\times20+625\arcsin(0.6)=702$ nm². The mean thickness is

$$h_c=\frac{982+702}{80}\ \text{nm}=21.0\ \text{nm},$$

which is 34 % above the value for equal terraces. This is a much larger effect than that of the step height.

## Nuclei on the terraces

Suppose that oxide also starts at random points on the terraces, with mean number $\rho$ per area, at the same moment as at the steps. Each such nucleus grows into a hemisphere of radius $r$.

A point of the substrate is bare if it is farther than $r$ from every step and every nucleus. The first condition holds for a fraction $1-2r/L$ of the points. For these, the disc of radius $r$ around the point lies wholly within one terrace, and the chance that it contains no nucleus is $e^{-\pi\rho r^2}$, the Poisson probability of zero for a mean of $\pi\rho r^2$. Nuclei on other terraces cannot matter: the line to them crosses a step, which is nearer. The bare fraction is therefore

$$b(r)=\left(1-\frac{2r}{L}\right)e^{-\pi\rho r^2}\qquad(r\le L/2). \tag{21}$$

The same argument gives the thickness. The oxide above a point is higher than $z$ if a step or nucleus lies within the horizontal distance $\sqrt{r^2-z^2}$, which has probability $1-b(\sqrt{r^2-z^2})$. The mean of a non-negative quantity is the integral of the probability that it exceeds $z$, so

$$h=\int_0^r\left[1-b\!\left(\sqrt{r^2-z^2}\right)\right]dz . \tag{22}$$

For $\rho=0$ the integrand is $2\sqrt{r^2-z^2}/L$, and the quarter-disc area $\pi r^2/4$ gives (7) again. For very large $\rho$ the integrand tends to one and $h\to r$, a uniform film.

On an endless terrace (21) reaches zero only at $r=L/2$, however many nuclei there are, since somewhere a gap remains. A practical measure is 99 % coverage. With steps alone and $L=40$ nm it is reached at $r=19.8$ nm, with $h=15.4$ nm. Terrace nuclei change these values as follows.

| $\rho$ (cm⁻²) | $r$ at 99 % (nm) | $h$ at 99 % (nm) |
|---|---|---|
| $10^{10}$ | 19.8 | 15.6 |
| $10^{11}$ | 19.4 | 16.3 |
| $10^{12}$ | 11.0 | 9.7 |

The mean thickness at 99 % coverage first rises and then falls. Two effects compete: the nuclei fill in the thin parts of the film, which raises $h$ at a given radius, and they shorten the growth needed. At $10^{11}$ cm⁻² the required radius has fallen by only about 2 %, and the filling wins. At $10^{12}$ cm⁻² the radius has fallen by 44 %, and $h$ is 37 % below the value for steps alone. A natural measure of the change is the number of nuclei in a disc of radius $L/2$, which is one at $\rho=4/(\pi L^2)=8\times10^{10}$ cm⁻². At $10^{10}$ cm⁻², well below this density, the mean thickness at 99 % coverage is 1 % above the step-only value; at $10^{11}$ cm⁻², slightly above it, the difference is 6 %.

## The model and real channel materials

The example's parameters are rough values for alumina grown by atomic layer deposition on a layered semiconductor such as MoS₂: about 0.1 nm per cycle, and about 0.6 nm for a step one layer high. The spacing of 40 nm describes a densely stepped surface; terraces on exfoliated flakes can be micrometres wide. For $L=1$ µm, (8) would give a mean thickness of about 0.4 µm at closure, useless as a gate insulator. Conversely, closure at a mean of 3 nm needs $L=8\times3/\pi=7.6$ nm, under the assumptions of the basic model. A continuous channel one layer thick has no exposed layer edges in its interior, so the model offers no starting sites there. Real surfaces also have unequal terraces, and defects or deliberate surface treatments can start oxide between the steps. In the cases computed here, unequal terraces raise the mean thickness at full closure by 34 %, while terrace nuclei change the mean at 99 % coverage by between +6 % and −37 %, depending on their density. Equation (8) is thus a guide only where the steps are evenly spaced to within a few per cent, the terraces are nearly inert, and the oxide spreads over them as fast as it grows in every other direction. The model assumes these conditions; it does not show that alumina on MoS₂ meets them, and adsorbed precursor or grain boundaries can also start oxide away from layer edges. The computed values are collected in the numerical output below.

## Numbers as computed

```
step spacing L = 40.0 nm
growth per cycle g = 0.10 nm
pi/8 = 0.3927
radius at closure = 20.00 nm
cycles to closure, formula = 200
cycles to closure, simulated = 200
mean thickness at closure, formula = 15.708 nm
mean thickness at closure, simulated = 15.685 nm
at 100 cycles: coverage = 0.500
at 100 cycles: mean, formula = 3.927 nm
at 100 cycles: mean, simulated = 3.921 nm
rms roughness at closure = 4.464 nm (0.1116 L)
area thinner than 3.0 nm at closure = 1.13 %
after 10 more cycles: radius = 21.00 nm
  minimum thickness, formula = 6.403 nm
  minimum thickness, simulated = 6.377 nm
  mean thickness, formula = 17.104 nm
spacing that closes at mean 3.0 nm = 7.64 nm
neglected effects, mean thickness at closure:
  step height 0.6 nm: 16.008 nm (+1.9 %)
  same, by counting cells: 16.008 nm
  vertical/lateral growth 0.8: 12.566 nm (-20.0 %)
  terraces 30 and 50 nm: radius 25.0 nm, mean 21.049 nm (+34.0 %)
99 % coverage, steps only: radius 19.80 nm, mean 15.40 nm
terrace nuclei 1e+10 cm^-2: 0.126 per disc of radius L/2
  99 % coverage: radius 19.77 nm, mean 15.55 nm
  at radius L/2: mean 15.90 nm
terrace nuclei 1e+11 cm^-2: 1.257 per disc of radius L/2
  99 % coverage: radius 19.35 nm, mean 16.30 nm
  at radius L/2: mean 17.14 nm
terrace nuclei 1e+12 cm^-2: 12.566 per disc of radius L/2
  99 % coverage: radius 11.01 nm, mean 9.73 nm
  at radius L/2: mean 19.38 nm
density for one nucleus per such disc = 7.96e+10 cm^-2
```
